# Survival of Townsend avalanche chains between parallel plates

An electron leaves the cathode of a gas-filled parallel-plate gap and drifts to the anode. On the way it ionizes atoms, the freed electrons ionize more, and $N$ electrons arrive: $N$ is the avalanche size. The positive ions drift back to the cathode, where each may release a new electron. These successors start avalanches of their own, and so on. The chain may die out even when an avalanche has more than one successor on average. The problem is to find how often it does not.

The assumptions are these. The field is uniform and constant, and no electrons or ions are lost sideways or in the gas. Every ion reaches the cathode and there releases one electron with probability $\gamma$, or none, independently of all other ions. Different avalanches are independent and follow the same law. The seed electron starts at the cathode, except in part (f). Lengths are in cm, pressures in Torr and voltages in V.

## (a) The size law

**An electron ionizes with probability $\alpha\,dx$ in each path element $dx$ along the field, whatever its history. Find the distribution of the avalanche size after a distance $x$.**

Let $p_n(x)$ be the probability of having $n$ electrons at $x$. With $n$ electrons present, the next ionization occurs at the rate $\alpha n$ per length and raises $n$ by one. Gain from $n-1$ and loss from $n$ give

$$\frac{dp_n}{dx}=\alpha(n-1)p_{n-1}-\alpha n\,p_n,\qquad p_1(0)=1 .$$

For $n=1$ the solution is $p_1=e^{-\alpha x}\equiv w$. Try $p_n=w(1-w)^{n-1}$. Since $dw/dx=-\alpha w$, its derivative is

$$\frac{dp_n}{dx}=-\alpha w(1-w)^{n-1}+\alpha(n-1)w^2(1-w)^{n-2}.$$

The right side of the rate equation is

$$\alpha(n-1)w(1-w)^{n-2}-\alpha n\,w(1-w)^{n-1}.$$

In its second term write $n=(n-1)+1$. The two parts with $n-1$ combine through $1-(1-w)=w$, which reproduces the derivative. The initial values also agree, because $w=1$ at $x=0$. The equations can be solved one after another, each being linear and of first order in its own $p_n$, so the solution is unique.

The size is therefore geometric. Its mean is $1/w=e^{\alpha x}$. For the full gap $d$, with $M=e^{\alpha d}$,

$$P(N=n)=\frac1M\left(1-\frac1M\right)^{n-1},\qquad n=1,2,\ldots$$

The assumption behind this law is that an electron can ionize again immediately after an ionization. Part (g) examines it.

## (b) The number of successors

**Find the distribution of the number $K$ of electrons released by the ions of one avalanche.**

Each ionization adds one electron and one ion. The starting electron left no ion in the gap, so there are $J=N-1$ ions, with

$$P(J=j)=\frac1M\left(1-\frac1M\right)^j,\qquad j=0,1,\ldots$$

The average of $v^J$, for $0\le v\le1$, is a geometric series:

$$\langle v^J\rangle=\frac{1/M}{1-(1-1/M)v}
=\frac1{M-(M-1)v}=\frac1{1+(M-1)(1-v)} .$$

Now attach a factor $s$ to each released electron. One ion contributes on average $(1-\gamma)+\gamma s=1-\gamma(1-s)$. Independent ions contribute a product of such factors, so $\langle s^K\rangle$ follows on setting $v=1-\gamma(1-s)$:

$$f(s)\equiv\langle s^K\rangle=\frac1{1+q(1-s)},\qquad q=\gamma(M-1).$$

Expanding the result in powers of $s$,

$$f(s)=\frac1{1+q}\,\frac1{1-\frac{q}{1+q}s}
=\sum_{k=0}^{\infty}\frac{q^k}{(1+q)^{k+1}}\,s^k ,$$

gives $P(K=k)=q^k/(1+q)^{k+1}$. The mean is $f'(1)=q$. Thinning the ions has left a geometric law, now with mean $q$. An avalanche has no successor with probability $1/(1+q)$.

## (c) Reaching generation $n$

**Let $u_n$ be the probability that generation $n$ contains at least one electron, the seed being generation 0. Find $u_n$.**

Generation $n+1$ is empty if and only if each of the $K$ successors of the seed has no descendant $n$ generations after itself. For one successor this has probability $1-u_n$. The successors are independent, so for given $K$ the probability is $(1-u_n)^K$. Averaging over $K$,

$$1-u_{n+1}=f(1-u_n)=\frac1{1+qu_n}.$$

Hence $u_{n+1}=qu_n/(1+qu_n)$, and the reciprocal obeys a linear recursion:

$$\frac1{u_{n+1}}=1+\frac1q\,\frac1{u_n},\qquad u_0=1 .$$

The first steps give $1/u_1=1+q^{-1}$ and $1/u_2=1+q^{-1}+q^{-2}$. If $1/u_n=\sum_{k=0}^{n}q^{-k}$, division by $q$ shifts every exponent by one and the added 1 restores the term $k=0$. By induction, for all $n$,

$$\frac1{u_n}=\sum_{k=0}^{n}q^{-k}.$$

Summing the series for $q\ne1$,

$$u_n=\frac{1-q^{-1}}{1-q^{-(n+1)}},$$

while for $q=1$ all $n+1$ terms are equal to one and $u_n=1/(n+1)$.

## (d) The unending chain

**Find the probability $P$ that no generation is ever empty, for every $q>0$.**

A chain that reaches generation $n+1$ has also reached generation $n$. The events are nested, so the probability that all of them occur is the limit of $u_n$. For $q>1$ the power $q^{-(n+1)}$ vanishes in this limit; for $q\le1$ the sum $1/u_n$ grows without bound. Therefore

$$P=\begin{cases}1-\dfrac1q, & q>1,\\[2mm] 0,& q\le1 .\end{cases}$$

This proves the survival law. It also shows why the condition $f(s)=s$ for the extinction probability $s$ is not enough by itself. That condition reads $qs^2-(1+q)s+1=0$, or

$$(s-1)(qs-1)=0,$$

and has the two roots $1$ and $1/q$. The recursion starts from zero extinction, at generation 0, and for $q>1$ it approaches the smaller root $1/q$.

The cases differ in how the chain dies. Below threshold, $u_n\approx(1-q)q^n$ for large $n$, an exponential decay. At threshold the decay is only as $1/n$: every chain ends, although each generation has one electron on average. Just above threshold, $P=(q-1)/q\approx q-1$. The excess over the limit is then

$$u_n-P=\frac{P}{q^{n+1}-1},$$

so the fate of most chains is settled within a few times $1/\ln q$ generations.

If $m$ electrons are present in one generation, extinction requires all $m$ independent chains to end, which for $q>1$ has probability $q^{-m}$. A chain that has grown to many more than $1/\ln q$ electrons is thus very unlikely to die in this model.

## (e) An argon gap

**Take $p=10$ Torr, $d=1$ cm, $V=570$ V and $\gamma=0.01$. Use $\alpha=Ap\,e^{-Bp/E}$, with the rough values $A=12$ /(cm Torr) and $B=180$ V/(cm Torr) for argon. Find $P$, the threshold voltage and the voltage at which $P=0.9$. Find the mean wait for a successful seed if seeds leave the cathode at random at the mean rate $S=100$ /s.**

The reduced field is $E/p=57$ V/(cm Torr). This lies below the usual range of $A$ and $B$, so the numbers illustrate the law and do not predict a real argon gap; part (h) shows how far another common fit departs from them. With these coefficients,

$$\alpha=120\,e^{-180/57}=5.10\ \text{/cm},\qquad M=e^{\alpha d}=164.3,$$

$$q=0.01\times163.3=1.633,\qquad P=1-\frac1{1.633}=0.388 .$$

Most seeds fail, although the mean successor number is well above one. Of the total extinction probability 0.612, a part $1/(1+q)=0.380$ comes from seeds without any successor. The probability of reaching generation 1, 2, 5 and 10 is 0.620, 0.503, 0.409 and 0.389, so only about 5 % of the chains that reach generation 5 die later.

A simulation of 20,000 chains, drawing each avalanche size and the emission from its ions, gave $0.385\pm0.003$ (one standard error). A chain was counted as unending once a generation held at least 60 electrons. By part (d) the chance of a later end is at most $q^{-60}$, which is below $10^{-12}$.

For the voltage, invert $q=\gamma(e^{\alpha d}-1)$ to obtain $\alpha d=\ln(1+q/\gamma)$. With $E=V/d$ this becomes

$$Apd\,e^{-Bpd/V}=\ln\left(1+\frac q\gamma\right),\qquad
V=\frac{Bpd}{\ln\left[\dfrac{Apd}{\ln(1+q/\gamma)}\right]} .$$

A positive finite $V$ requires $Apd>\ln(1+q/\gamma)$. At threshold $q=1$, and the inner logarithm is $\ln101=4.615$:

$$V_{\rm th}=\frac{1800}{\ln(120/4.615)}=552.5\ \text{V}.$$

The gap is thus 3.2 % above threshold. For $P=0.9$ one needs $q=1/(1-P)=10$, which gives 630.5 V, or 14 % above threshold. With $p$, $d$ and $\gamma$ held fixed, this is the difference between the voltage above which breakdown becomes possible and the one at which nine seeds in ten succeed.

The steepness follows from differentiating $q$ at fixed $p$, $d$ and $\gamma$:

$$\frac{d\ln q}{d\ln V}=\frac{M}{M-1}\,\alpha d\,\frac{Bpd}{V}
\approx1.006\times5.10\times3.16\approx16 .$$

A voltage lower by 1 % gives $P=0.28$, and one higher by 1 % gives $P=0.48$.

Each seed succeeds independently with probability $P$. The mean number of seeds up to and including the first success is $\sum_{k\ge1}kP(1-P)^{k-1}=1/P$. The mean interval between seeds is $1/S$, independent of their success, so the mean wait is

$$\frac1{SP}=\frac1{100\times0.3877}\ \text{s}=25.8\ \text{ms}.$$

This is the wait for the right seed. The time its chain needs to build up a discharge comes in addition.

## (f) A seed in the gas

**The seed is now freed at a distance $x$ from the anode, for instance by radiation. Its own positive ion is disregarded. Find the survival probability for $q>1$.**

The first avalanche has mean size $e^{\alpha x}$ and mean successor number $q_x=\gamma(e^{\alpha x}-1)$. Part (b) applies to it with $q$ replaced by $q_x$. All successors start at the cathode, so each of their chains ends with probability $1-P$. Thus

$$P_x=1-\frac1{1+q_xP}=\frac{q_xP}{1+q_xP}.$$

For $x=d$ we have $q_xP=qP=q-1$, and the result returns to $(q-1)/q=P$. In the middle of the gap the mean size is only $\sqrt{164.3}=12.8$. Then $q_x=0.118$ and $P_x=0.044$, about nine times less than for a seed at the cathode. Counting the seed's own ion as well would raise $P_x$ to about 0.048. The rate of successful seeds is the seed rate times $P_x$, so it depends on where the seeds are made as well as on how many there are.

## (g) What the result owes to its assumptions

**Keep the gap of part (e). Examine in turn the spread of avalanche sizes, the emission from a single ion, emission by photons, and the distance an electron needs to regain energy.**

*Spread of sizes.* Suppose that every avalanche made the same large number of ions and $\gamma$ were small. The successor number would then be close to a Poisson variable, with $\langle s^K\rangle=e^{-q(1-s)}$. Its survival probability solves $1-P=e^{-qP}$. At the same $q=1.633$ this gives 0.659 instead of 0.388. The direction can be proved. Since $1+y\le e^y$ for $y=q(1-s)\ge0$,

$$\frac1{1+q(1-s)}\ge e^{-q(1-s)} .$$

Both functions increase with $s$. Iterated from $s=0$, the geometric law therefore has at least the Poisson extinction probability in every generation. The mean $q$ fixes the threshold, but not the chance of success above it.

*Several electrons per ion.* Let one ion release a Poisson number of electrons with mean $\gamma$. In part (b) one then sets $v=e^{-\gamma(1-s)}$, and the survival probability becomes 0.387. The relative change is 0.3 %, because two electrons from one ion are rare at $\gamma=0.01$.

*Photons.* Let each electron in the gas also cause photoemission at the cathode, with a mean of $\eta$ photoelectrons per ionization, while an ion releases an electron with probability $\gamma_i$. Let $H(x)$ be the average of $s^K$ for an electron with a distance $x$ left to the anode. An ionization replaces $H$ by $vH^2$, with $v=1-\gamma_i(1-s)$; a photoelectron replaces it by $sH$. Hence

$$\frac{dH}{dx}=\alpha(vH^2-H)-\eta\alpha(1-s)H,\qquad H(0)=1 .$$

With $c=1+\eta(1-s)$, the reciprocal obeys $d(1/H)/dx=\alpha(c/H-v)$, which is linear. Its solution is

$$\frac1{H(d)}=\frac vc+\left(1-\frac vc\right)e^{c\alpha d}.$$

The survival probability follows from $H(d)=s$ with $s=1-P$. If photons supply half of an unchanged total emission, $\gamma_i=\eta=0.005$, then $P=0.393$. If they add 20 % to the emission by ions, $P=0.49$. What matters here is the total emission, much more than its division between ions and photons.

*Dead space.* Suppose that an electron is at rest at its start and after each ionization. Before it can ionize, it must then gain at least the ionization energy, about 15.8 eV in argon. In the field of 570 V/cm this takes at least $d_0=15.8/570=0.028$ cm, so $\alpha d_0=0.14$. Let both electrons start afresh after an ionization, travel $d_0$ without ionizing, and then ionize at a rate $a$ per length. The mean size $m(L)$ over a length $L$ is 1 for $L\le d_0$. Beyond, it obeys

$$\frac{dm}{dL}=a\,[2m(L-d_0)-m(L)],$$

since an electron that ionizes at once after its dead space is replaced by two electrons with the length $L-d_0$ left. Growth as $e^{\alpha L}$ requires $\alpha=a(2e^{-\alpha d_0}-1)$. This fixes $a$ so that the growth coefficient $\alpha$ is unchanged.

For the full size law, the average $F(L)$ of $z^N$ obeys the same equation with $2m(L-d_0)$ replaced by $F(L-d_0)^2$ and $m(L)$ by $F(L)$; it starts from $F=z$ for $L\le d_0$. As there are $N-1$ ions, survival follows from $1-P=F(d)/z$ with $z=1-\gamma P$. Solved numerically at fixed $\alpha$ and $\gamma$, this gives $q=1.44$ and $P=0.378$.

The small change in $P$ hides two larger ones. A geometric law with $q=1.443$ would give $1-1/1.443=0.307$. The dead space lowers the mean, but its different size law raises the survival at a given mean. If $\gamma$ is raised until $q$ is again 1.633, then $P=0.471$. The near cancellation at fixed $\gamma$ is a result for this gap and voltage, not a general rule: at 556 V the same model lowers $P$ from 0.09 to zero, and at 600 V it raises $P$ from 0.75 to 0.81. The true distance may differ from $d_0$ either way: energy kept after an ionization shortens it, and energy lost in other collisions lengthens it. In this model, doubling $d_0$ at fixed $\alpha$ and $\gamma$ lowers $P$ to about 0.35.

## (h) When space charge becomes noticeable

**Estimate when space charge alters the field, and judge what "unending" means for a real gap.**

The mean electron number in generation $n$ is $q^n$, as each generation multiplies it by $q$. Empty generations contribute nothing to this mean, so among surviving chains it is $q^n/u_n\approx q^n/P$. They leave about $(M-1)q^n/P$ ions.

Compare this with a sheet of charge across which the field jumps by 1 % of the applied one. The jump equals the charge per area divided by $\varepsilon_0$. With a ratio of electron diffusion to mobility of about 5 V, the sideways spread in one crossing is

$$R=\sqrt{\frac{4\times5\ \text{V}\times1\ \text{cm}}{570\ \text{V/cm}}}=0.19\ \text{cm}.$$

On the area $\pi R^2$ the sheet needs $0.01\,\varepsilon_0E\pi R^2/e=3.5\times10^5$ ions. Therefore

$$q^n=\frac{3.47\times10^5\times0.3877}{163.3}\approx820,\qquad
n=\frac{\ln820}{\ln1.633}\approx14 .$$

With an ion mobility of about 90 cm²/(V s) at this pressure, an ion takes 20 µs to cross the full gap, so 14 generations take at most about 0.3 ms. The mean time is nearer 0.2 ms, because the ions start on average 0.81 cm from the cathode. This is an order of magnitude, since the charge is neither a flat sheet nor confined to the area of one crossing. By generation 14 the spread has grown to about $R\sqrt{14}=0.7$ cm, so the neglect of sideways loss requires electrodes several centimetres wide. If the area is taken to grow in proportion to $n$, the condition becomes $q^n\approx820\,n$, and $n$ rises to about 20.

A field jump of 1 % does not yet change the multiplication noticeably. At fixed voltage the field rises on one side of the sheet and falls on the other, so the first-order changes of $\int\alpha\,dx$ cancel. For a sheet in the middle of the gap, a jump of 1 % changes $q$ by only about 0.02 %, while a 10 % change of $q$ needs a jump of about 20 %. That takes twenty times as many ions on the same area, or about six more generations. This is a lower estimate, for it assumes a thin sheet that is wide compared with the gap. The same charge spread broadly along the gap (uniformly, or with density growing as $e^{\alpha x}$ towards the anode) must correspond to a total jump of about 35 to 40 %, or about seven more generations. A mid-gap disc of radius only 0.19 cm disturbs the field over a short distance and needs a jump of about 50 % even on its axis, or about eight more generations.

Already at generation 14, $u_n$ exceeds $P$ by only $2.5\times10^{-4}$, and later by less. For this gap, $P$ is thus in practice the probability that a seed leads to a space-charge-affected discharge. What follows, a steady glow or something else, lies outside the linear model.

A threshold of several hundred volts is a reasonable size for an argon gap with $pd=10$ Torr cm. Two inputs need care. The coefficients $A$ and $B$ are normally used at reduced fields of about 100 V/(cm Torr) and above, so 57 V/(cm Torr) is an extrapolation. Another common fit for argon, $\alpha/p=29.2\,e^{-26.6\sqrt{p/E}}$ in the same units, agrees with the one used here within 3 % at 100 V/(cm Torr), but at 57 V/(cm Torr) it gives 0.86 instead of 0.51 /(cm Torr). With $\gamma=0.01$ it would put the threshold near 411 V, and at 570 V it would give $q\approx55$ and $P\approx0.98$. The emission probability depends strongly on the cathode surface and its cleanliness, and in practice it also absorbs photoemission and the return of electrons to the cathode. At 570 V and with the $\alpha$ of part (e), $\gamma=0.006$ would give $q=0.98$ and no unending chain at all. For a real gap near threshold, each of these two uncertainties can outweigh the dead-space correction found above at fixed $\gamma$. The numerical output below lists the main values used here.

## Numbers as computed

```
Pressure: 10.0 Torr; gap: 1.0 cm; voltage: 570.0 V
Coefficient A: 12.0 1/(cm Torr); B: 180.0 V/(cm Torr)
Emission probability gamma: 0.010 (dimensionless)
Reduced field E/p: 57.0 V/(cm Torr)
Ionization coefficient alpha: 5.102 1/cm
Mean avalanche size M: 164.32 electrons
Mean successor number q: 1.6332 electrons
Unending-chain probability P: 0.3877
Extinction probability 1/q: 0.6123
Simulated P: 0.3852 +/- 0.0034, 20000 chains
Probability of no successor: 0.3798
Probability that generation 1 is not empty: 0.6202
Probability that generation 2 is not empty: 0.5032
Probability that generation 5 is not empty: 0.4093
Probability that generation 10 is not empty: 0.3895
Threshold voltage (q=1): 552.5 V
Overvoltage of the example: 3.17 %
Voltage for P=0.9 (q=10): 630.5 V
Seed rate: 100 1/s; mean wait for success: 25.8 ms
Mid-gap seed, own mean successor number: 0.1182 electrons
Mid-gap seed, unending-chain probability: 0.0438
P for Poisson successors with the same q: 0.6593
P for Poisson emission from each ion, same q: 0.3865
Voltage times 0.99: q=1.3900, P=0.2806
Voltage times 1.01: q=1.9222, P=0.4798
P with half of fixed total emission by photons: 0.3927
P with photons adding 20 % to emission: 0.4918
Ionization energy: 15.8 eV; dead space: 0.0277 cm
Dead space times alpha: 0.141 (dimensionless)
With dead space, same alpha and gamma: q=1.4430, P=0.3776
With dead space, gamma reset to restore q: P=0.4706
Electron diffusion/mobility ratio: 5.0 V
Sideways rms spread in one crossing: 0.187 cm
Ions for a 1 % field change: 3.47e+05
Generation reaching that ion number: 14
Survival to that generation minus P: 2.47e-04
Sideways rms spread by then: 0.70 cm
Ion mobility: 90.0 cm2/(V s); crossing: 19.5 us
Time to that generation: 0.273 ms
```
